# Computing the Lieb functional by Newton maximization, and its conditioning, part 1

(Sections cited here and not found follow in the second part.)

Before a Lieb maximization is run, three things must be fixed: the number $M$ of functions that expand the potential, the strength $\varepsilon$ of any regularization, and the orbital space in which the energy is computed. The right choice depends on whether the value $F[n]$ or the maximizing potential is wanted. An error in the potential enters $F$ at second order, weighted by the density response, while an error in the density enters the potential divided by the eigenvalues of that response, some of which are very small.

## The function to be maximized

Hartree atomic units are used. For $N_e$ electrons let $H_\lambda[v]=T+\lambda W+\sum_i v(x_i)$, with lowest eigenvalue $E_\lambda[v]$; $\lambda$ scales the repulsion and is dropped when fixed. The Lieb functional is
$$F[n]=\sup_v\Big\{E[v]-\int vn\Big\},\qquad \int n=N_e .$$
A constant $c$ added to $v$ raises both terms by $cN_e$ and cancels. The expansion is therefore $v_b=v_0+\sum_{t=1}^M b_tg_t$ with $\int g_tg_u=\delta_{tu}$ and $\int g_t=0$, and the objective is $G(b)=E[v_b]-\int v_bn$, with maximum $F_M$.

By the variational principle $E[v]=\min_\Gamma\{\mathrm{Tr}\,\Gamma(T+\lambda W)+\int vn_\Gamma\}$ over ensembles $\Gamma$. Each entry is affine in $v$, a minimum of affine functions is concave, and subtracting the affine term $\int v_bn$ keeps $G$ concave. A stationary point is thus a global maximum. Inserting any $\Gamma$ with density $n$ gives $E[v]-\int vn\le\mathrm{Tr}\,\Gamma(T+\lambda W)$ for every $v$. If $n$ is the density of the ground state $\psi^*$ of some $v^*$, the bound with $\Gamma=|\psi^*\rangle\langle\psi^*|$ is reached at $v=v^*$, so
$$F[n]=E[v^*]-\int v^*n=\langle\psi^*|T+\lambda W|\psi^*\rangle .$$
Nested bases enlarge the search set, hence $F_M\le F_{M+1}\le F$. The upper bound $F$ requires $E[v]$ to be the lowest eigenvalue in the same Hilbert space that defines $F$; in a truncated orbital basis the suprema still cannot fall as $M$ grows, but they can exceed $F$ and can be infinite.

## Gradient and Hessian

Assume the ground state $\psi$ of $v_b$ is nondegenerate and real, with excited states $|k\rangle$ at energies $\omega_k>0$ above it. At a degeneracy $E$ can have a kink, and the formulas below do not apply. Let $\hat g_t=\sum_ig_t(x_i)=\partial H/\partial b_t$. Differentiating $E=\langle\psi|H|\psi\rangle$ gives $\langle\hat g_t\rangle+2E\langle\partial_t\psi|\psi\rangle$, and the last term vanishes because the norm is fixed. With $n_b$ the density of $\psi$,
$$\frac{\partial G}{\partial b_t}=\int g_t\,(n_b-n).$$
The gradient is the density residual projected on the basis. For $M$ short of completeness it vanishes when $M$ moments of the density match, not the density itself.

Differentiating $(H-E)\psi=0$ with respect to $b_u$ gives $(H-E)\partial_u\psi=-(\hat g_u-\langle\hat g_u\rangle)\psi=-Q\hat g_u\psi$, with $Q=1-|\psi\rangle\langle\psi|$. The solution orthogonal to $\psi$ is $\partial_u\psi=-RQ\hat g_u\psi$, where $R=\sum_{k>0}|k\rangle\langle k|/\omega_k$. Since $\partial_u\langle\hat g_t\rangle=2\langle\psi|\hat g_t|\partial_u\psi\rangle$ for real states,
$$A_{tu}\equiv-\frac{\partial^2G}{\partial b_t\partial b_u}=-\iint g_t\chi g_u=2\sum_{k>0}\frac{\langle\psi|\hat g_t|k\rangle\langle k|\hat g_u|\psi\rangle}{\omega_k},$$
where $\chi=\delta n/\delta v$ is the static response. For $g=\sum s_tg_t$ the form is $s^TAs=2\sum_k\langle k|\hat g|\psi\rangle^2/\omega_k\ge0$. The excited states need not be computed. The operator $H-E+|\psi\rangle\langle\psi|$ has eigenvalue 1 on $\psi$ and $\omega_k$ on $|k\rangle$, so it is positive definite and its inverse equals $R$ on vectors orthogonal to $\psi$. One Cholesky factorization serves all $M$ right-hand sides $Q\hat g_u\psi$.

The form vanishes when $Q\hat g\psi=0$, that is $\hat g\psi=c\psi$. For two electrons with $\psi(x_i,x_j)>0$ everywhere this reads $g(x_i)+g(x_j)=c$; setting $i=j$ gives $g=c/2$, and $\int g=0$ forces $g=0$. Then $A$ is positive definite.

## The Newton iteration

The quadratic model $G(b+s)\approx G+\nabla G\cdot s-\tfrac12s^TAs$ is stationary at $s=A^{-1}\nabla G$, where it exceeds $G$ by $\Delta/2$, with the decrement $\Delta=\nabla G\cdot s=s^TAs$. Each iteration is:

1. Diagonalize $H[v_b]$ for $E$, $\psi$, $n_b$; form $\nabla G$ and $A$.
2. Solve $As=\nabla G$; stop if $\Delta<10^{-20}$ Ha.
3. Halve $\alpha$ from 1 until $G(b+\alpha s)\ge G(b)+10^{-4}\alpha\Delta$, and set $b\to b+\alpha s$.

The slope of $G$ along $s$ is $\Delta>0$, so the halving ends. Below $\Delta=10^{-10}$ Ha the full step is taken unchecked, since the gains soon fall to the rounding level of $E$. After a full step $\nabla G(b+s)=\nabla G-As+O(s^2)=O(s^2)$, so near the maximum the new decrement is of order $\Delta^2$. With eigenvalues $\mu_k$ of $A$ and components $s_k$, $\Delta=\sum\mu_ks_k^2$, so $|s_k|\le\sqrt{\Delta/\mu_k}$. The decrement estimates the error of $F_M$ directly, but the threshold needed for the potential is set by $\mu_{\min}$.

## The model and its reference values

The example has two electrons in a singlet on $N=31$ sites $x_i=-6,\dots,6$ bohr, spacing $h=0.4$ bohr, with hard walls and the three-point kinetic matrix $t_{ii}=1/h^2$, $t_{i,i\pm1}=-1/2h^2$. The repulsion is $1/\sqrt{x^2+1}$ and
$$v^*=-\frac{1.5}{\sqrt{(x+1)^2+1}}-\frac{0.5}{\sqrt{(x-1)^2+1}} .$$
Integrals mean $h\sum_i$. The lattice is the model: the 496-dimensional singlet space is used whole, and no continuum limit is claimed. The off-diagonal elements of $H$ between position pairs are nonpositive and connect all pairs, so by the Perron–Frobenius theorem $\psi$ is positive and nondegenerate for every $v$, and the assumptions above hold. The basis is $g_k(x_j)=\sqrt{2/Nh}\cos[q_kh(j+\tfrac12)]$ for $j=0,\dots,30$, with $q_k=k\pi/Nh$; with the constant it is complete at $M=30$. The computed values are in the numerical output that follows the text, or follow from it by arithmetic.

The target $n$ is the ground-state density of $v^*$ at $\lambda=1$, and
$$F=-1.98385433+2.80165591=0.20172332+0.61607826=0.81780158\ \text{Ha},$$
or 22.25 eV. At $\lambda=0$ a closed form exists. Put $\phi_i=\sqrt{hn_i/2}$ and $v_s=-(t\phi)/\phi$. Then $(t+v_s)\phi=0$ with $\phi>0$, so $\phi$ is the ground orbital, its double occupation gives $n$, and $F_0=T_s=2\phi^Tt\phi=\sum(\phi_{i+1}-\phi_i)^2/h^2$ with $\phi=0$ at the walls, the lattice von Weizsäcker energy. The repulsion in the state $\phi\phi$ is half the Hartree energy $U$, so $E_x=-U/2$, $v_x=-v_H/2$ and $v_s=v^*+v_H/2+v_c$. The interacting run starts from $v_0=v_s-v_H/2$, so the expansion must supply $-v_c$; the run at $\lambda=0$ starts from $v^*+v_H/2$.

At $v_0$ three gradient components and three Hessian columns were tested against central differences to $10^{-7}$ and $10^{-6}$; for $k=5$ both routes give $-2.659758\times10^{-2}$ and $-0.3212126$. The linear solve was tested against the sum over states to $10^{-10}$, and the Hessian for negative definiteness. With $M=30$ the decrements are $3.5\times10^{-3}$, $7.6\times10^{-6}$, $3.4\times10^{-10}$, $1.8\times10^{-18}$, $1.3\times10^{-28}$ Ha. Half the first agrees within 5% with the true gap $F-G(0)=0.81780158-0.81600310=1.80\times10^{-3}$ Ha. The ratios $\Delta_{\rm new}/\Delta^2$ are about 0.6, 6 and 16 Ha$^{-1}$, consistent with quadratic convergence. The ratio need not be constant: the new gradient is quadratic in $s$, so at leading order $\Delta_{\rm new}/\Delta^2$ depends on the direction of the step and not on its length, and the direction changes from one iteration to the next; the last decrement is limited by rounding and does not follow the law. The maxima were tested against $\langle T+W\rangle$ and $T_s=0.1813241$ Ha to $10^{-10}$ Ha, and the potentials, with the density-weighted mean removed, to $10^{-4}$ Ha; the deviations found are $1.1\times10^{-11}$ and $4.2\times10^{-12}$ Ha. The correlation energy is
$$E_c=F-T_s-U/2=0.6364775-0.6625031=-0.0260256\ \text{Ha}=-0.708\ \text{eV},$$
and $v_c$ spans $-0.053$ to $0.036$ Ha.

Intermediate $\lambda$, where no closed form is at hand, can be checked as well. In $F_\lambda=E_\lambda[v_\lambda]-\int v_\lambda n$ the maximizer is smooth in $\lambda$ because $A$ is invertible. Its variation contributes $\int(n_{v_\lambda}-n)\,dv_\lambda/d\lambda=0$, and the explicit dependence gives $dF_\lambda/d\lambda=\langle W\rangle_\lambda=W_\lambda$. Hence $F_1-T_s=\int_0^1W_\lambda d\lambda$. Five Gauss–Legendre points, with $W_\lambda$ falling from 0.6595 to 0.6176 Ha, give 0.63647752 Ha, tested against $F-T_s$ to $10^{-6}$ Ha.

## Truncating the potential basis

At $v^*$ the residual vanishes, so for $\delta=v_b-v^*$
$$F-G(b)=\tfrac12\iint\delta(-\chi^*)\delta+O(\delta^3),\qquad F-F_M\approx\tfrac12\min_b\iint\delta(-\chi^*)\delta .$$
To this order the maximization is a least-squares fit to $v^*$ in the metric $-\chi^*$, which gives little weight to directions where the response is weak. The matrix $A_M$ is a leading block of $A_{M+1}$, so its Rayleigh quotient ranges over a subspace; enlarging $M$ cannot lower $\mu_{\max}$ or raise $\mu_{\min}$, and the condition number cannot fall. In the table (energies in Ha, condition at $v^*$) "core" means the 18 sites with $n>0.01$ bohr$^{-1}$.

| $M$ | $F-F_M$ | estimate | max $\lvert\delta\rvert$, core | all sites | cond |
|---|---|---|---|---|---|
| 2 | 6.76e-4 | 7.00e-4 | 6.5e-2 | 0.20 | 2.5 |
| 4 | 1.82e-4 | 1.75e-4 | 3.8e-2 | 0.30 | 1.5e2 |
| 8 | 4.88e-6 | 4.86e-6 | 8.9e-3 | 0.15 | 3.5e3 |
| 16 | 6.72e-10 | 6.72e-10 | 2.0e-4 | 3.9e-3 | 3.9e4 |

The monotonic rise of $F_M$ below $F$ and of the condition number was tested. The estimate is within 4% of the true gap in every row; it was tested to 5% at $M=6$ with the offset $v_0-v^*$ scaled by 0.02 to suppress cubic terms, where the ratio is 0.9997. The potential does not improve monotonically: its largest error grows from $M=2$ to $M=4$. At $M=8$, where $F_M$ is off by $6\times10^{-6}$ relative to $F$, the error outside the core is 0.15 Ha, larger than the whole range $0.053+0.036=0.089$ Ha of the $v_c$ being sought.

## Where the small eigenvalues come from

*Low density.* Since $\omega_k\ge\omega_1$ and $\sum_{k>0}\langle k|\hat g|\psi\rangle^2\le\langle\hat g^2\rangle$, and since $(\sum_ig(x_i))^2\le N_e\sum_ig(x_i)^2$ by the Cauchy–Schwarz inequality,
$$-\iint g\chi g\le\frac{2N_e}{\omega_1}\int ng^2 .$$
A potential confined to a tail moves almost no charge. With the singlet gap $\omega_1=0.40379$ Ha the prefactor is 9.906 Ha$^{-1}$; the largest ratio over all $g$ is 4.250 Ha$^{-1}$, and the inequality was tested. For $g$ on the last site, $\int ng^2=n(6)$; removing its mean leaves the response unchanged and reduces its squared norm to $30/31$, so $\mu_{\min}\le9.906\times1.360\times10^{-5}\times31/30=1.4\times10^{-4}$ Ha$^{-1}$bohr$^{-1}$, the unit of $\mu$ and $\varepsilon$ throughout.

*Short wavelength.* Let $V+W$ be bounded and $a=E-\min(V+W)$. Then $H-E\ge T-a$, and on the range of $Q$ also $H-E\ge\omega_1$, so $a+1\le(H-E)(a+1)/\omega_1$ there. Adding, $T+1\le(H-E)/\kappa$ in expectation on that range, with $\kappa=\omega_1/(\omega_1+a+1)$. For positive $B$, completing the square gives $\langle f|B^{-1}|f\rangle=\max_\varphi[2\langle\varphi|f\rangle-\langle\varphi|B|\varphi\rangle]$. Apply this to $B=H-E$ on the range of $Q$ with $f=Q\hat g\psi$, lower $B$ to $\kappa(T+1)$, and free $\varphi$ from the constraint; both changes can only raise the maximum, and
$$-\iint g\chi g\le\frac2\kappa\langle f|(T+1)^{-1}|f\rangle .$$
It was tested as a matrix inequality, with $\kappa=0.40379/(0.40379+0.4899+1)=0.2132$. In a continuum box $(T+1)^{-1}$ is compact, and $\|f\|^2\le N_en_{\max}\|g\|^2$ makes $g\mapsto f$ bounded for bounded $n$. Then $-\chi$ is dominated by a compact operator and is itself compact, its eigenvalues accumulate at zero, and cond $A_M\to\infty$ as the basis becomes complete.

*The rate, for one orbital.* At $\lambda=0$ write $\delta\phi=\phi u$, so that $\delta n=2nu$. First-order theory gives $(t+v-\epsilon)\phi u=-(\delta v-c)\phi$, with $c$ the orbital-energy shift. Multiplying by $\phi_i$ and subtracting $u_i\phi_i$ times the unperturbed equation removes $v-\epsilon$ and the diagonal of $t$:
$$\sum_\pm\frac{\phi_i\phi_{i\pm1}}{2h^2}(u_i-u_{i\pm1})=-\phi_i^2(\delta v_i-c).$$
This was tested by feeding it the response to a random $\delta v$, which was recovered up to a constant with a spread of $1.4\times10^{-13}$ Ha. As $h\to0$ the left side becomes $-\tfrac12(\phi^2u')'$, and with $\phi^2\propto n$, $u=\delta n/2n$,
$$\delta v-c=\frac1{4n}\Big(n\Big(\frac{\delta n}n\Big)'\Big)' .$$
The inverse response takes two derivatives and divides by the density. For a wave much shorter than the scale of $\phi$, the lattice sum gives $\phi_i^2\epsilon_qu_i$ with $\epsilon_q=(1-\cos qh)/h^2$, so $\delta n=-2n\,\delta v/\epsilon_q$, which is $\chi\approx-4n/q^2$ in the continuum.

For interacting electrons the same leading form is expected when $\epsilon_q$ far exceeds the binding scale: the kicked electron costs $\omega\approx\epsilon_q$, the total weight is $\approx\int ng^2$, and $A_{kk}\approx2\int ng_k^2/\epsilon_q$. This step is heuristic and was tested to 15% for four waves at $\lambda=1$: the ratios of $A_{kk}$ to the law are 1.054, 1.033, 1.021, 1.017 at $q=4.05$, 5.07, 6.08, 7.09 bohr$^{-1}$. At $q=1.01$ bohr$^{-1}$ the ratio is 0.413, outside the regime.

The lattice caps $\epsilon_q$ at $2/h^2=12.5$ Ha, so $A_{kk}$ does not fall toward zero as it would in the continuum; at the two shortest waves tested it is 0.029. In this model the tails therefore set the conditioning. The spectrum runs from 0.823 to $3.89\times10^{-6}$, a condition number of $2.1\times10^5$. The softest mode peaks at $x=6$ bohr with 99% of its weight outside the core (tested to exceed 90%). Its eigenvalue lies a factor 36 below the tail bound. The bound uses $\omega_1$ for a mode that is also short, and its Cauchy–Schwarz step overcounts by $N_e=2$ when only one electron at a time is found in the tail. A rough estimate keeps the weight $n(6)$ of the last site and replaces the excitation energy by the kinetic energy $t_{ii}$ of an electron held on one site. It is heuristic, and its value, $2n(6)/t_{ii}=2\times1.36\times10^{-5}/6.25=4.4\times10^{-6}$, is 12% above the computed value. The agreement is partly a cancellation: the mode also has a lobe of opposite sign on the neighbouring site, where the density is higher, so both its weight and its effective excitation energy exceed the values used here.

With an exact target density and the full orbital space, truncating the potential basis affects $F$ only at second order, while the potential can remain poor where the response is weak, in this model mainly in the low-density tails. What remains is the effect of errors in the target density, of regularization and of a finite orbital basis.
